Picosecond Echo Delay and Reflection Sign for Copper on Silicon

**Problem**

A copper film of thickness d = 100 nm lies on a thick silicon wafer. A very short laser pulse strikes the free copper surface and launches a stress pulse into the film. The pulse partly reflects at the silicon, and a second, delayed light pulse detects its return to the surface. The longitudinal sound speed in the copper is c₁ = 4.7 km/s.

The speed fixes the timing, but the strength of the reflection also needs densities. Use these rough typical values: copper density ρ₁ = 8960 kg/m³, silicon density ρ₂ = 2330 kg/m³ and silicon sound speed c₂ = 8.4 km/s.

(a) When does the first echo reach the surface?

(b) Does a compressive pulse return from the silicon as compression or as tension, and with what fraction of its stress?

(c) How do the signs of the first and second echoes compare, and what would change on a tungsten substrate?

(d) Laser heating launches a two-sided pulse rather than a purely compressive one. What marks the echo time then, and what happens if the heat reaches the silicon interface?

(e) How far do crystal texture and a thin tantalum barrier move the answers?

**Solution**

**Waves in the film**

Let z be the depth below the free surface, v the material velocity, positive into the film, and σ the normal stress, positive in tension. The illuminated spot is taken to be much wider than the film is thick, so all quantities depend on z and time t alone. The materials are linear and lossless, and the interface is sharp and bonded.

Newton's law for a thin slice, and Hooke's law differentiated in time, read

ρ ∂v/∂t = ∂σ/∂z

∂σ/∂t = ρc² ∂v/∂z

Differentiate the second equation in time and insert the first:

∂²σ/∂t² = ρc² ∂/∂z(∂v/∂t) = c² ∂²σ/∂z²

This is the wave equation with speed c. A wave moving into the film has the form σ = g(t − z/c), for which ∂σ/∂z = −g′/c. Newton's law then gives ∂v/∂t = −g′/(ρc). The material is at rest before the wave comes, so integration adds no constant:

inward wave: σ = −Zv, with Z = ρc

For a wave moving towards the surface, σ = h(t + z/c), the derivative in z changes sign:

outward wave: σ = +Zv

The quantity Z is the acoustic impedance. The signs make sense: an inward-moving compression (σ < 0) carries material inward (v > 0).

**(a) The delay**

The pulse must cross the film twice before it is back at the surface:

t₁ = 2d/c₁ = 2 × 100 nm / (4.7 km/s) = 42.6 ps

The one-way time, 21.3 ps, is when the pulse reaches the silicon. Because the speed is given to two figures, the delay is best quoted as 43 ps: a change of 0.05 km/s in c₁ moves it by about 0.5 ps.

Read backwards, the same relation measures thickness. From d = c₁t₁/2, each picosecond of delay corresponds to 2.35 nm of copper, provided that the speed is known.

**(b) The reflection at the silicon**

Let an inward pulse of stress σᵢ reach the interface. The reflected stress is rσᵢ and the transmitted stress is τσᵢ. Two conditions hold there.

The stress is the same on both sides, since a massless interface cannot support a net force:

1 + r = τ

The velocity is also the same on both sides, since the bond does not open. The incident and transmitted waves travel inward and the reflected wave travels outward, so

−σᵢ/Z₁ + rσᵢ/Z₁ = −τσᵢ/Z₂

Dividing by −σᵢ gives

(1 − r)/Z₁ = τ/Z₂

Insert τ = 1 + r and multiply by Z₁Z₂:

Z₂(1 − r) = Z₁(1 + r)

Z₂ − Z₁ = r(Z₁ + Z₂)

Therefore

r = (Z₂ − Z₁)/(Z₂ + Z₁)

τ = 1 + r = 2Z₂/(Z₁ + Z₂)

The impedances are

Z₁ = 8960 × 4700 = 42.11 MPa s/m

Z₂ = 2330 × 8400 = 19.57 MPa s/m

and so

r = (19.57 − 42.11)/(19.57 + 42.11) = −0.365

τ = 2 × 19.57/61.68 = 0.635

**The stress reflection is negative: compression returns as tension, with about 37 % of the incident stress.** Silicon has the higher sound speed, but its low density leaves it with the lower impedance, and it is the impedance that sets the sign.

The sign depends on which quantity is meant. Elastic strain in the copper is σ/(ρ₁c₁²), so it reflects with the same sign as stress. Velocity does not. The incident velocity is −σᵢ/Z₁ and the reflected velocity is +rσᵢ/Z₁, so their ratio is −r = +0.365.

Energy provides a check. The power per area carried by a wave has magnitude σ²/Z, so the reflected share is r² and the transmitted share is (Z₁/Z₂)τ². Their sum is

[(Z₂ − Z₁)² + 4Z₁Z₂]/(Z₁ + Z₂)² = 1

Here 13.4 % of the energy is reflected and 86.6 % enters the silicon.

Three limits show how r behaves:

- For Z₂ → 0 the boundary is free and r → −1.
- For Z₂ = Z₁ there is no echo, even if the densities and speeds differ separately.
- For Z₂ → ∞ the boundary is rigid and r → +1. The stress at the wall is then doubled, while the transmitted energy share, 4Z₁Z₂/(Z₁ + Z₂)², goes to zero.

These results can be tested without using the reflection formula. Newton's and Hooke's laws were integrated numerically for a chain of small masses and springs with the properties above. It was driven by a Gaussian surface pressure with a standard deviation of 1.0 ps. The surface echo came 42.55 ps after the drive, and the stress reflection was −0.365, both in agreement with the formulas at the digits shown.

**(c) Successive echoes**

At the free surface the total stress must vanish, so an arriving stress h is sent back as −h. Let the launched stress be σ₀. The sequence is then

first arrival: rσ₀

after the surface reflection: −rσ₀

second arrival: −r²σ₀

The ratio of the second arrival to the first is −r. On silicon this is +0.365, so both echoes have the same sign. For a compressive launch, σ₀ < 0, both arrive as tension. The second comes at 4d/c₁ = 85.1 ps.

For tungsten, take a rough density of 19 300 kg/m³ and a rough speed of 5.2 km/s. Its impedance is higher than that of copper, and r = +0.409. Compression first returns as compression, and the ratio of the second echo to the first is −0.409. The echoes now alternate in sign. The numerical integration gives the same two ratios, +0.365 on silicon and −0.409 on tungsten.

This ratio is useful because the detector measures light, not stress. The sign of a reflectivity change depends also on how strain alters the optical constants of copper, so one optical echo does not by itself reveal the sign of r. If detection is linear and the pulse keeps its shape, that unknown optical factor is common to both echoes and cancels in their ratio.

**(d) A pulse launched by heating**

Suppose the laser heats the copper suddenly. Before the material has moved, its hindered expansion produces the stress

σ = −S exp(−z/ζ), with v = 0

where S > 0 is the thermal stress at the surface and ζ is the heating depth. Heat flow after this moment is neglected, so the thermal stress stays constant and σ obeys the same wave equation as before.

Write the initial stress as an inward part g plus an outward part h. Then σ = g + h and v = (h − g)/Z₁. Since v = 0, the two parts are equal, and each is σ/2. The outward half soon meets the free surface, changes sign and follows the other half into the film. For ζ much smaller than d, the inward pulse is, with ξ = z − c₁t,

g = −(S/2) exp(−ξ/ζ) for ξ > 0

g = +(S/2) exp(ξ/ζ) for ξ < 0

Compression leads and tension follows. The jump between them, of size S, left the surface at t = 0.

The silicon multiplies the whole pulse by r, which is negative. The echo therefore arrives as tension followed by compression. The change of sign of the arriving stress, not its first rise, marks t₁ = 2d/c₁, and this stress jumps there by rS. With ζ = 15 nm and a heating pulse of standard deviation 0.5 ps, the numerical integration puts the sign change at 42.55 ps after the centre of the heating pulse.

The reflected light need not change sign at that moment. It responds to the strain over the depth that the light reaches, where the arriving wave h(t + z/c₁) overlaps its own surface reflection −h(t − z/c₁). Near the echo, h is odd about t₁, so the sum of the two waves is even in t − t₁ at every depth. An optical signal linear in this strain is therefore symmetric about t₁, and its centre of symmetry marks the echo.

In copper, the heat can spread further before the lattice takes it up. Hot electrons diffuse with thermal conductivity κ and lose energy to the lattice at a rate G per volume and per kelvin of temperature difference. In a steady state, with θ the excess of the electron temperature over that of the lattice and the lattice temperature taken as uniform,

κ ∂²θ/∂z² = Gθ

In a layer much thicker than ζ, the solution is the decaying exp(−z/ζ) with ζ = √(κ/G). For rough values κ = 400 W/(m K) and G = 10¹⁷ W/(m³ K),

ζ = √(400/10¹⁷) m = 63 nm

This is an estimate of scale, not a computed heating profile. It shows, however, that ζ need not be small compared with a 100 nm film.

Heat that reaches the interface launches a second wave there. Just after heating, the copper side has stress −s, with s = S exp(−d/ζ), while the silicon has none. Let the interface send a stress a outward into the copper and a stress b inward into the silicon. Continuity of stress and of velocity requires

−s + a = b

a/Z₁ = −b/Z₂

The second equation gives b = −aZ₂/Z₁. Inserting this into the first gives a(1 + Z₂/Z₁) = s, or

a = sZ₁/(Z₁ + Z₂) = S exp(−d/ζ)(1 − r)/2

where the last step uses 1 − r = 2Z₁/(Z₁ + Z₂). This wave crosses the film once and reaches the surface at d/c₁ = 21.3 ps. For ζ = 63 nm the jump is

a/S = 0.204 × 1.365/2 = 0.14

The integration gives 0.141 for this early jump and −0.365 for the jump at the round-trip time. By the formula, the early feature is 0.14/0.365, about 38 % as large as the echo, and it has the opposite sign. This size rests on the exponential profile, which belongs to a layer much thicker than ζ. If the hot electrons cannot cross into the silicon, the same equation with zero heat flux at z = d, and with all the light absorbed at z = 0, gives the profile cosh((d − z)/ζ)/cosh(d/ζ). Then s = S/cosh(d/ζ) ≈ 0.39 S and a = s(1 − r)/2 ≈ 0.27 S, so the early feature is about three quarters of the echo. Absorption spread over an optical depth of about 13 nm flattens the profile further, to s ≈ 0.49 S, and the early feature then reaches about nine tenths of the echo. Mistaking it for the echo would halve the inferred thickness. The jump at 2d/c₁ keeps its time and size, and the arriving stress still changes sign there, because all that arrives between d/c₁ and 3d/c₁ is the launched two-sided pulse multiplied by r. But the arriving stress now changes sign at d/c₁ as well, from −s/2 to −rs/2, that is, from compression to tension. A change of sign alone is therefore no longer a safe marker: at the echo it must run from tension to compression.

**(e) Real interconnect films**

A real film can depart from the model in two ways considered here: its crystals may be aligned, and a barrier may separate the copper from the silicon.

Texture changes the speed. Consider a strain ε along the film normal with no sideways strain. If the normal is a [100] axis, the normal stress is C₁₁ε. If it is a [111] axis, every component of the strain tensor equals ε/3. Then

σₓₓ = (C₁₁ + 2C₁₂)ε/3

σₓᵧ = 2C₄₄ε/3

The normal stress is one third of the sum of all nine stress components, which is σₓₓ + 2σₓᵧ. Dividing by ε gives the stiffness, which equals ρ₁c²:

[100]: ρ₁c² = C₁₁

[111]: ρ₁c² = (C₁₁ + 2C₁₂ + 4C₄₄)/3

With rough constants C₁₁ = 168, C₁₂ = 121 and C₄₄ = 75 GPa, the results are:

- [100] texture: c = 4.33 km/s, delay 46.2 ps, r = −0.329.
- [111] texture: c = 5.14 km/s, delay 38.9 ps, r = −0.403.

The delay moves by about 9 % either way from the 42.6 ps of the stated speed, while the sign of r stays the same. If a film had full [111] texture and its 38.9 ps delay were read with 4.7 km/s, the inferred thickness would be 4.7 × 38.9/2 = 91 nm instead of 100 nm.

Now put 5 nm of tantalum between the copper and the silicon, with a rough density of 16 600 kg/m³ and a rough speed of 4.1 km/s. Its impedance is 68.1 MPa s/m, above that of copper. The copper–tantalum interface therefore reflects with

(68.1 − 42.1)/(68.1 + 42.1) = +0.236

and the tantalum–silicon interface with

(19.6 − 68.1)/(19.6 + 68.1) = −0.553

The second reflection crosses the first interface twice, once in each direction. The two stress transmissions are 1 + 0.236 and 1 − 0.236, with product 0.944, so about −0.52 of the incident stress returns. It lags the first reflection by the barrier round trip, 2 × 5 nm/(4.1 km/s) = 2.44 ps.

For the 1.0 ps pressure pulse, the integration shows a leading reflection of +0.215 and a main one of −0.515. The simple estimate leaves out the partial overlap of these pulses and the weaker echoes that follow from further round trips inside the tantalum. The main echo reaches the surface at 45.1 ps, about 2.5 ps later than without the barrier. Its sign is still negative, but a short compressive pulse now has a weaker compressive echo ahead of the tensile one. The pulse no longer keeps its shape, so the ratio rule of part (c) fails. In the second echo, the two paths that reflect once at each tantalum face add up to a compressive part of about 0.23 of the launched stress, as large as the tensile part of about 0.24 that follows it.

If the pulse is smooth and changes only over times much longer than the barrier round trip, stress and velocity are nearly uniform across the tantalum. The copper and silicon then obey the direct continuity conditions of part (b), and r returns to −0.365. The barrier can be ignored for the sign and size of the echo in that regime, but not for its timing: weighting each round trip inside the tantalum by its amplitude delays the centroid of the echo by about 4.6 ps. The limit is approached slowly. A Gaussian pulse of standard deviation 5 ps still returns with a peak of −0.40 that lags by 4.0 ps. One of 10 ps, whose full width is already more than half of 2d/c₁, returns with −0.377 and lags by 4.4 ps. Nor can the barrier be ignored for a pulse with any feature sharp enough to resolve it. The two-sided pulse of part (d) is such a case however large ζ is: its jump returns first with +0.236 and then, one barrier round trip later, with about −0.52, so the change of the arriving stress from tension to compression comes roughly one barrier round trip after 2d/c₁. For shallow heating, such as ζ = 5 or 10 nm, a change from compression to tension also appears near 2d/c₁.

The calculated values are collected in the numerical output.

Computed values

```
Copper thickness: 100 nm
Copper sound speed: 4.7 km/s
Copper density (rough): 8960 kg/m3
Silicon density (rough): 2330 kg/m3
Silicon sound speed (rough): 8.4 km/s
One-way time: 21.28 ps
Echo delay, formula: 42.55 ps
Echo delay, simulation: 42.55 ps
Second echo, formula: 85.11 ps
Thickness change per ps of delay: 2.35 nm/ps
Copper impedance: 42.11 MPa s/m
Silicon impedance: 19.57 MPa s/m
Stress reflection, formula: -0.365
Stress reflection, simulation: -0.365
Velocity reflection, simulation: 0.365
Stress transmission, formula: 0.635
Stress transmission, simulation: 0.635
Reflected energy share: 13.4 %
Transmitted energy share: 86.6 %
Second/first echo on silicon, simulation: 0.365
Tungsten density (rough): 19300 kg/m3
Tungsten sound speed (rough): 5.2 km/s
Stress reflection on tungsten, formula: 0.409
Second/first echo on tungsten, simulation: -0.409
Elastic constant c11 of copper (rough): 168 GPa
Elastic constant c12 of copper (rough): 121 GPa
Elastic constant c44 of copper (rough): 75 GPa
Speed along [100]: 4.33 km/s
Speed along [111]: 5.14 km/s
Delay for [100] texture: 46.2 ps
Delay for [111] texture: 38.9 ps
Stress reflection for [100] texture: -0.329
Stress reflection for [111] texture: -0.403
Tantalum barrier thickness: 5 nm
Tantalum density (rough): 16600 kg/m3
Tantalum sound speed (rough): 4.1 km/s
Pressure pulse standard deviation: 1.0 ps
Barrier round trip: 2.44 ps
Main echo delay with barrier, simulation: 45.06 ps
Leading reflected stress / incident, barrier: 0.215
Main reflected stress / incident, barrier: -0.515
Shallow heating depth: 15 nm
Heating pulse standard deviation: 0.5 ps
Tension-to-compression crossing, simulation: 42.55 ps
Copper thermal conductivity (rough): 400 W/(m K)
Electron-phonon coupling (rough): 1e+17 W/(m3 K)
Hot-electron heating depth: 63 nm
Early jump / S at one-way time, formula: 0.140
Early jump / S at one-way time, simulation: 0.141
Echo jump / S at round-trip time, simulation: -0.365
Early jump / echo jump, simulation: -0.39
```
